**Bethe lattice: recursion coefficients and closed density of states**

For one orbital per site, coordination $z$, hopping $t$ and on-site energy $e_0$, the program tests $a_n=e_0$, $b_1^2=zt^2$, $b_{n\ge2}^2=(z-1)t^2$ and the density $n=z\sqrt{W^2-x^2}/[2\pi(z^2t^2-x^2)]$, where $x=E-e_0$ and $W=2\sqrt{z-1}\,|t|$. On explicit finite trees with $z=2$ to 5 it asserts that Lanczos coefficients, closed-walk moments and a resolvent at complex energy agree with the formulas. For $z=4$ it asserts that a long continued fraction, evaluated without the square-root formula, reproduces the terminator, the Green function and the density, and converges to finite values at $x=\pm z|t|$. Grid searches for $z=3$ to 9 test the positions of the maxima, and for $z=3$ to 6 also their height. For $z=4$ and $t=-0.05$ hartree the output shows a band 0.3464 hartree wide with side maxima at $x=\pm0.1414$ hartree. At the five listed energies the continued fraction and the closed density differ by at most $1.7\times10^{-4}$ relative to the closed value, with a broadening of $5\times10^{-6}$ hartree.

## Program and output

```python
"""
Result under test: one-orbital tight binding on the Bethe lattice.
z  : number of neighbours of each site      t : hopping energy
e0 : on-site energy                         x = E - e0
Recursion from one site: a_n = e0, b_1^2 = z t^2, b_n^2 = (z-1) t^2 (n >= 2).
Local density of states per spin, with W = 2 sqrt(z-1) |t|:
    n(E) = z sqrt(W^2 - x^2) / (2 pi (z^2 t^2 - x^2)),  |x| < W.
G : Green function of the starting site.
T : Green function of the end site of the uniform chain (the terminator).
Energies are in hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import spsolve


def tree_hamiltonian(z, depth, t, e0):
    """Finite tree grown from site 0, complete up to the given shell."""
    children, parents = [], []
    shell, count = [0], 1
    for _ in range(depth):
        new_shell = []
        for site in shell:
            for _ in range(z if site == 0 else z - 1):
                children.append(count)
                parents.append(site)
                new_shell.append(count)
                count += 1
        shell = new_shell
    links = coo_matrix((np.ones(len(children)), (children, parents)),
                       shape=(count, count)).tocsr()
    return (e0 * identity(count, format="csr") + t * (links + links.T)).tocsr()


def lanczos(h, steps):
    """Recursion coefficients a_0..a_steps and b_1..b_steps from site 0."""
    current = np.zeros(h.shape[0])
    current[0] = 1.0
    previous = np.zeros_like(current)
    a, b = [], []
    for n in range(steps + 1):
        image = h @ current
        a.append(current @ image)
        if n == steps:
            break
        image -= a[-1] * current
        if b:
            image -= b[-1] * previous
        b.append(np.linalg.norm(image))
        previous, current = current, image / b[-1]
    return np.array(a), np.array(b)


def walk_moments(h, e0, depth):
    """Moments <0|(H-e0)^k|0> for k = 0..2*depth by repeated application."""
    vector = np.zeros(h.shape[0])
    vector[0] = 1.0
    powers = [vector]
    for _ in range(depth):
        powers.append(h @ powers[-1] - e0 * powers[-1])
    return np.array([powers[k // 2] @ powers[k - k // 2]
                     for k in range(2 * depth + 1)])


def density(x, z, t):
    root = np.sqrt(np.maximum(4 * (z - 1) * t**2 - x**2, 0.0))
    return z * root / (2 * np.pi * (z**2 * t**2 - x**2))


def density_moments(z, t, highest):
    """Integrals of x^k n by the midpoint rule in phi, x = W cos(phi)."""
    points = 2000
    phi = (np.arange(points) + 0.5) * np.pi / points
    w = 2 * np.sqrt(z - 1) * abs(t)
    x = w * np.cos(phi)
    weight = density(x, z, t) * w * np.sin(phi) * np.pi / points
    return np.array([np.sum(weight * x**k) for k in range(highest + 1)])


def closed_green(x, z, t):
    """Closed forms of G and T with the root that behaves as x far away."""
    x = np.asarray(x, dtype=complex)
    w = 2 * np.sqrt(z - 1) * abs(t)
    root = np.sqrt(x - w) * np.sqrt(x + w)
    g = 2 * (z - 1) / ((z - 2) * x + z * root)
    terminator = (x - root) / (2 * (z - 1) * t**2)
    return g, terminator


def continued_fraction(x, first_b2, tail_b2, levels):
    """Explicit fraction: returns G and the Green function of its tail."""
    tail = np.zeros_like(x)
    for _ in range(levels):
        tail = 1.0 / (x - tail_b2 * tail)
    g = tail
    for b2 in reversed(first_b2):
        g = 1.0 / (x - b2 * g)
    return g, tail


t, e0 = -0.05, -0.2
depths = {2: 7, 3: 7, 4: 7, 5: 6}
saved = {}

# Explicit trees: coefficients, moments, resolvent, site-averaged moment.
for z, depth in depths.items():
    h = tree_hamiltonian(z, depth, t, e0)
    size = h.shape[0]
    a, b = lanczos(h, depth)
    expected = np.full(depth, (z - 1) * t**2)
    expected[0] = z * t**2
    assert np.allclose(a, e0, rtol=0, atol=1e-12)
    assert np.allclose(b**2, expected, rtol=1e-10, atol=0)

    walks = walk_moments(h, e0, depth)
    integrals = density_moments(z, t, 2 * depth)
    scale = (2 * np.sqrt(z - 1) * abs(t)) ** np.arange(2 * depth + 1)
    assert np.max(np.abs(walks - integrals) / scale) < 1e-9
    assert np.isclose(walks[4], z * (2 * z - 1) * t**4, rtol=1e-10, atol=0)

    # Far from the real axis the missing outer shells hardly matter.
    x_far = (1 + 8j) * abs(t)
    source = np.zeros(size, dtype=complex)
    source[0] = 1.0
    matrix = ((x_far + e0) * identity(size) - h).tocsc()
    g_tree = spsolve(matrix, source, permc_spec="MMD_AT_PLUS_A")[0]
    g_closed = closed_green(x_far, z, t)[0]
    assert abs(g_tree / g_closed - 1) < 1e-7

    shifted = h - e0 * identity(size, format="csr")
    average = shifted.multiply(shifted).sum() / size
    assert np.isclose(average, 2 * (size - 1) / size * t**2, rtol=1e-9, atol=0)
    saved[z] = (a, b, walks, integrals, size, average)

# Long continued fraction for z = 4, using the coefficients from the tree.
z = 4
a, b, walks, integrals, size, average = saved[z]
eta = 1e-4 * abs(t)
levels = 200000
x_peak = np.sqrt(8 * z - 8 - z**2) * abs(t)
x_list = np.array([0.0, 0.05, 0.10, x_peak, 0.16])
g_cf, _ = continued_fraction(x_list + 1j * eta, list(b**2), b[-1]**2, levels)
n_cf = -g_cf.imag / np.pi
n_closed = density(x_list, z, t)
deviation = np.max(np.abs(n_cf / n_closed - 1))
assert deviation < 1e-3          # limited by the finite broadening eta

x_hand = np.array([0.10 + 1j * eta])
g_hand_cf, t_hand_cf = continued_fraction(x_hand, [b[0]**2], b[-1]**2, levels)
g_hand, t_hand = closed_green(x_hand.real + 0j, z, t)
assert abs(t_hand_cf[0] / t_hand[0] - 1) < 1e-3
assert abs(g_hand_cf[0] / g_hand[0] - 1) < 1e-3

# No pole at x = +z|t| or x = -z|t|: the fraction converges to finite values.
x_outer = np.array([z * abs(t), -z * abs(t)])
g_outer, _ = continued_fraction(x_outer, list(b**2), b[-1]**2, 400)
g_outer_formula = (z - 1) / (z * (z - 2) * abs(t))
assert np.allclose(g_outer, [g_outer_formula, -g_outer_formula], rtol=1e-9)

# Position and height of the maxima, by grid search in units of |t|.
for z_test in range(3, 10):
    edge = 2 * np.sqrt(z_test - 1)
    grid = np.linspace(0.0, edge, 200001)
    values = density(grid, z_test, 1.0)
    found = grid[np.argmax(values)]
    predicted = np.sqrt(max(8 * z_test - 8 - z_test**2, 0))
    assert abs(found - predicted) < 1e-3
    if z_test <= 6:
        height = z_test / (4 * np.pi * (z_test - 2))
        assert abs(values.max() / height - 1) < 1e-6

half_width = 2 * np.sqrt(z - 1) * abs(t)
to_ev = physical_constants["Hartree energy in eV"][0]
print(f"coordination z = {z}")
print(f"hopping t = {t:.3f} hartree")
print(f"on-site energy e0 = {e0:.3f} hartree")
print(f"tree: {depths[z]} shells, {size} sites")
for n, value in enumerate(b**2, start=1):
    print(f"Lanczos b_{n}^2 = {value:.6f} hartree^2")
print(f"largest |a_n - e0| = {np.max(np.abs(a - e0)):.1e} hartree")
print(f"half width W = {half_width:.6f} hartree")
print(f"lower band edge = {e0 - half_width:.6f} hartree")
print(f"upper band edge = {e0 + half_width:.6f} hartree")
print(f"full band width = {2 * half_width:.6f} hartree")
print(f"full band width = {2 * half_width * to_ev:.4f} eV")
for k in (0, 2, 4, 6):
    unit = "(dimensionless)" if k == 0 else f"hartree^{k}"
    print(f"moment {k}: walks {walks[k]:.6e}, "
          f"integral {integrals[k]:.6e} {unit}")
print("density of states per site and spin, in 1/hartree:")
for x, exact, numeric in zip(x_list, n_closed, n_cf):
    print(f"x = {x:.6f} hartree: closed {exact:.4f}, fraction {numeric:.4f}")
print(f"broadening in the fraction = {eta:.1e} hartree")
print(f"levels in the fraction tail = {levels}")
print(f"largest relative deviation = {deviation:.1e}")
print(f"at x = 0.10 hartree: sqrt(W^2-x^2) = "
      f"{np.sqrt(half_width**2 - 0.10**2):.6f} hartree")
print(f"at x = 0.10 hartree: T = {t_hand[0]:.4f} 1/hartree")
print(f"at x = 0.10 hartree: G = {g_hand[0]:.4f} 1/hartree")
print(f"side maxima at x = +/- {x_peak:.6f} hartree")
print(f"G at x = z|t| = {z * abs(t):.3f} hartree: {g_outer[0]:.4f} 1/hartree")
print(f"second moment at the root = {walks[2]:.6f} hartree^2")
print(f"second moment, average over finite tree = {average:.6f} hartree^2")
print("verified")
```

It prints:

```
coordination z = 4
hopping t = -0.050 hartree
on-site energy e0 = -0.200 hartree
tree: 7 shells, 4373 sites
Lanczos b_1^2 = 0.010000 hartree^2
Lanczos b_2^2 = 0.007500 hartree^2
Lanczos b_3^2 = 0.007500 hartree^2
Lanczos b_4^2 = 0.007500 hartree^2
Lanczos b_5^2 = 0.007500 hartree^2
Lanczos b_6^2 = 0.007500 hartree^2
Lanczos b_7^2 = 0.007500 hartree^2
largest |a_n - e0| = 1.1e-16 hartree
half width W = 0.173205 hartree
lower band edge = -0.373205 hartree
upper band edge = -0.026795 hartree
full band width = 0.346410 hartree
full band width = 9.4263 eV
moment 0: walks 1.000000e+00, integral 1.000000e+00 (dimensionless)
moment 2: walks 1.000000e-02, integral 1.000000e-02 hartree^2
moment 4: walks 1.750000e-04, integral 1.750000e-04 hartree^4
moment 6: walks 3.625000e-06, integral 3.625000e-06 hartree^6
density of states per site and spin, in 1/hartree:
x = 0.000000 hartree: closed 2.7566, fraction 2.7567
x = 0.050000 hartree: closed 2.8152, fraction 2.8152
x = 0.100000 hartree: closed 3.0011, fraction 3.0010
x = 0.141421 hartree: closed 3.1831, fraction 3.1829
x = 0.160000 hartree: closed 2.9325, fraction 2.9320
broadening in the fraction = 5.0e-06 hartree
levels in the fraction tail = 200000
largest relative deviation = 1.7e-04
at x = 0.10 hartree: sqrt(W^2-x^2) = 0.141421 hartree
at x = 0.10 hartree: T = 6.6667-9.4281j 1/hartree
at x = 0.10 hartree: G = 3.3333-9.4281j 1/hartree
side maxima at x = +/- 0.141421 hartree
G at x = z|t| = 0.200 hartree: 7.5000 1/hartree
second moment at the root = 0.010000 hartree^2
second moment, average over finite tree = 0.004999 hartree^2
verified
```
